# Percus-Yevick hard spheres by Baxter factorization: c(r) and S(q): a program that tests the result

```python
"""Percus-Yevick (PY) hard spheres: test of the cubic direct correlation function
    c(x) = -(alpha + beta x + gamma x^3), x = r/sigma < 1;  c = 0 for x > 1,
and of S(0) = (1-eta)^4/(1+2 eta)^2.
eta: packing fraction, sigma: diameter, rho: number density, S: structure factor,
h = g - 1: total correlation, Q: Baxter function with Q' = a x + b in the core.
Internally sigma = 1, so 2 pi rho = 12 eta and kappa = q sigma."""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.fft import dst
from scipy.integrate import quad
from scipy.optimize import fsolve, minimize_scalar


def baxter_coefficients(eta):
    return (1 + 2*eta)/(1 - eta)**2, -3*eta/(2*(1 - eta)**2)


def cubic_coefficients(eta):
    alpha = (1 + 2*eta)**2/(1 - eta)**4
    beta = -6*eta*(1 + eta/2)**2/(1 - eta)**4
    return alpha, beta, eta*alpha/2


def c_core(x, eta):
    alpha, beta, gamma = cubic_coefficients(eta)
    return -(alpha + beta*x + gamma*x**3)


def baxter_Q(x, eta):
    a, b = baxter_coefficients(eta)
    return a*(x**2 - 1)/2 + b*(x - 1)


def gauss(n, lo=0.0, hi=1.0):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo)*(nodes + 1)/2, weights*(hi - lo)/2


def inverse_S_quadrature(kappa, eta, n=60):
    x, w = gauss(n)
    kernel = np.sinc(np.outer(kappa, x)/np.pi)
    return 1 - 24*eta*kernel @ (w*x**2*c_core(x, eta))


def inverse_S_closed(kappa, eta):
    alpha, beta, gamma = cubic_coefficients(eta)
    k, s, c = kappa, np.sin(kappa), np.cos(kappa)
    term1 = alpha*(s - k*c)
    term2 = beta*(2*k*s - (k**2 - 2)*c - 2)/k
    term3 = gamma*((4*k**3 - 24*k)*s - (k**4 - 12*k**2 + 24)*c + 24)/k**3
    return 1 + 24*eta*(term1 + term2 + term3)/k**3


def inverse_S(kappa, eta):
    # the closed form loses digits at small kappa; quadrature is used there
    kappa = np.atleast_1d(np.asarray(kappa, float))
    result = np.empty_like(kappa)
    small = kappa < 1
    result[small] = inverse_S_quadrature(kappa[small], eta)
    result[~small] = inverse_S_closed(kappa[~small], eta)
    return result


def solve_py_numerically(eta_path, points_in_core, box=24):
    """Newton solution of OZ plus the PY closure on a grid, no factorization."""
    m, n = points_in_core, box*points_in_core
    dr, dk = 1/m, np.pi/box
    r, k = (np.arange(n) + 0.5)*dr, (np.arange(n) + 0.5)*dk
    indirect = np.zeros(m)                      # h - c inside the core
    for eta in eta_path:
        rho = 6*eta/np.pi

        def residual(trial):
            c = np.zeros(n)
            c[:m] = -1 - trial
            c_hat = 2*np.pi*dr*dst(r*c, type=4)/k
            gamma_hat = rho*c_hat**2/(1 - rho*c_hat)
            new = dk*dst(k*gamma_hat, type=4)/(4*np.pi**2*r)
            return new[:m] - trial
        indirect = fsolve(residual, indirect, xtol=1e-11)
        assert np.max(np.abs(residual(indirect))) < 1e-6
    c = -1 - indirect
    inv_s0 = 1 - 4*np.pi*rho*dr*np.sum(r[:m]**2*c)
    return r[:m], c, 1/inv_s0


# ---- symbolic algebra: Baxter coefficients, cubic form, absence of real zeros
e, x, s, kap = sp.symbols('eta x s kappa', positive=True)
A, B = sp.symbols('A B')
Q_trial = A*(s**2 - 1)/2 + B*(s - 1)
solution = sp.solve([A - 1 + 12*e*sp.integrate(Q_trial, (s, 0, 1)),
                     B - 12*e*sp.integrate(sp.expand(s*Q_trial), (s, 0, 1))],
                    [A, B], dict=True)[0]
a_form, b_form = baxter_coefficients(e)
assert sp.simplify(solution[A] - a_form) == 0
assert sp.simplify(solution[B] - b_form) == 0
overlap = sp.integrate(sp.expand((A*s + B)*Q_trial.subs(s, s - x)), (s, x, 1))
x_times_c = (-(A*x + B) + 12*e*overlap).subs(solution)
assert sp.simplify(x_times_c - x*c_core(x, e)) == 0
Q0 = -A/2 - B


def left_part(t, eta, a, b, q0):
    return t**3 + 12*eta*(q0*t**2 - b*t + a)


def right_part(t, eta, a, b):
    return 12*eta*((a + b)*t - a)


tp, tm = sp.I*kap, -sp.I*kap
modulus_gap = (left_part(tp, e, A, B, Q0)*left_part(tm, e, A, B, Q0)
               - right_part(tp, e, A, B)*right_part(tm, e, A, B))
assert sp.simplify(sp.expand(modulus_gap).subs(solution) - kap**6) == 0

# ---- worked parameters
eta, sigma = 0.45, 6.0
rho = 6*eta/np.pi                               # in units of sigma^-3
a, b = baxter_coefficients(eta)
alpha, beta, gamma = cubic_coefficients(eta)
S0 = (1 - eta)**4/(1 + 2*eta)**2

# ---- direct numerical solution of the PY equations against the cubic
errors, S0_grid = [], []
for m in (50, 150):
    r_grid, c_grid, s0 = solve_py_numerically((0.15, 0.30, eta), m)
    keep = r_grid > 0.1     # cut-off of the transform spoils the first points
    gap = np.abs(c_grid - c_core(r_grid, eta))[keep]
    errors.append(np.max(gap)/alpha)
    S0_grid.append(s0)
assert errors[1] < 5e-3 and errors[1] < 0.5*errors[0]
assert abs(S0_grid[1]/S0 - 1) < 5e-3

# ---- closed S(q) and Baxter product against quadrature
xg, wg = gauss(200)


def Q_hat(kappa, packing):
    phase = np.exp(1j*np.outer(kappa, xg))
    return 1 - 12*packing*phase @ (wg*baxter_Q(xg, packing))


kt = np.array([1.0, 3.7, 7.0, 15.0, 31.0])
inv_quad = inverse_S_quadrature(kt, eta)
assert np.allclose(inverse_S_closed(kt, eta), inv_quad, rtol=1e-9)
assert np.allclose(np.abs(Q_hat(kt, eta))**2, inv_quad, rtol=1e-9)
t = 1j*kt
split = (left_part(t, eta, a, b, baxter_Q(0, eta))
         + np.exp(t)*right_part(t, eta, a, b))/t**3
assert np.allclose(split, Q_hat(kt, eta), rtol=1e-9)

# ---- winding number of Q_hat along the real axis: zeros in upper half-plane
windings = []
for packing in (0.1, 0.45, 0.6):
    values = Q_hat(np.arange(0, 200.01, 0.02), packing)
    phase = np.unwrap(np.angle(values))
    windings.append((phase[-1] - phase[0])/np.pi)
assert max(abs(w) for w in windings) < 0.03

# ---- Cauchy splitting of log(1/S) reproduces Q_hat on the imaginary axis
dq = 0.01
q = (np.arange(100000) + 0.5)*dq
inv = inverse_S(q, eta)
assert inv.min() > 0
cauchy = []
for y in (1.0, 3.0):
    from_log = y/np.pi*dq*np.sum(np.log(inv)/(q**2 + y**2))
    direct = np.log(1 - 12*eta*np.sum(wg*np.exp(-y*xg)*baxter_Q(xg, eta)))
    cauchy.append((from_log, direct))
    assert abs(from_log - direct) < 1e-5

# ---- real space: g from S(q); h-c is continuous and its transform falls fast
rho_c_hat = 1 - inv
spectrum = q*rho_c_hat**2/inv


def indirect_part(r):
    return dq*np.sum(spectrum*np.sin(q*r))/(2*np.pi**2*rho*r)


core_g = [1 + c_core(r, eta) + indirect_part(r) for r in (0.3, 0.6, 0.9)]
assert max(abs(v) for v in core_g) < 1e-3
contact = (1 + eta/2)/(1 - eta)**2
contact_fourier = 1 + indirect_part(1.0)
assert abs(contact_fourier - contact) < 1e-3
assert abs(c_core(1.0, eta) + contact_fourier) < 1e-3

# ---- Baxter equation for h outside the core, at r = 1.7
r_out = 1.7
s1, w1 = gauss(24, 0, r_out - 1)
s2, w2 = gauss(24, r_out - 1, 1)
h1 = np.array([indirect_part(r_out - v) for v in s1])
rhs = 12*eta*(np.sum(w1*(r_out - s1)*h1*baxter_Q(s1, eta))
              - np.sum(w2*(r_out - s2)*baxter_Q(s2, eta)))
lhs = r_out*indirect_part(r_out)
assert abs(lhs - rhs) < 1e-3

# ---- pressures: density integral of 1/S(0), and contact value
Z_comp = quad(lambda z: 1/((1 - z)**4/(1 + 2*z)**2), 0, eta)[0]/eta
assert abs(Z_comp - (1 + eta + eta**2)/(1 - eta)**3) < 1e-9
Z_vir = 1 + 4*eta*contact_fourier
assert abs(Z_vir - (1 + 2*eta + 3*eta**2)/(1 - eta)**2) < 2e-3

# ---- main peak of S(q)
peak = minimize_scalar(lambda k: inverse_S_closed(k, eta), bounds=(5, 9),
                       method='bounded', options={'xatol': 1e-9})
bohr_in_angstrom = constants.physical_constants['Bohr radius'][0]*1e10

print(f"packing fraction eta = {eta:.2f}")
print(f"diameter sigma = {sigma:.1f} bohr")
print(f"number density = {rho/sigma**3:.6f} bohr^-3")
print(f"Baxter a = {a:.5f} (dimensionless)")
print(f"Baxter b/sigma = {b:.5f} (dimensionless)")
print(f"Baxter b = {b*sigma:.5f} bohr")
print(f"Q(0)/sigma^2 = {baxter_Q(0, eta):.5f} (dimensionless)")
print(f"alpha = {alpha:.4f}, beta = {beta:.4f}, gamma = {gamma:.4f}")
for xv in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"c at r = {xv*sigma:.1f} bohr (inside limit) = {c_core(xv, eta):.4f}")
print(f"contact g, formula = {contact:.5f}")
print(f"contact g, from Fourier integral = {contact_fourier:.5f}")
print(f"S(0), formula = {S0:.6f}")
for m, err, s0 in zip((50, 150), errors, S0_grid):
    print(f"direct PY solution, {m} core points: S(0) = {s0:.6f}")
    print(f"  largest error of c / |c(0)|, r > 0.1 sigma = {err:.1e}")
for qv in (0.25, 0.5, 0.75, 1.0, 1.25, 1.5, 2.0, 3.0):
    print(f"S at q = {qv:.2f} bohr^-1: {1/inverse_S(qv*sigma, eta)[0]:.5f}")
print(f"main peak: q sigma = {peak.x:.4f} (dimensionless)")
print(f"main peak: q = {peak.x/sigma:.5f} bohr^-1")
print(f"main peak: q = {peak.x/sigma/bohr_in_angstrom:.4f} angstrom^-1")
print(f"main peak height S = {1/peak.fun:.4f}")
print(f"largest |g| at r/sigma = 0.3, 0.6, 0.9: {max(map(abs, core_g)):.1e}")
print(f"g at r = {r_out*sigma:.1f} bohr = {1 + lhs/r_out:.5f}")
print(f"outer h equation: left {lhs:.6f}, right {rhs:.6f} (units of sigma)")
for y, (u, v) in zip((1, 3), cauchy):
    print(f"log Q_hat(i {y}/sigma): Cauchy {u:.6f}, direct {v:.6f}")
print("winding of Q_hat, eta = 0.10, 0.45, 0.60: "
      + ", ".join(f"{w:.3f}" for w in windings))
print(f"P/(rho kT), compressibility route = {Z_comp:.4f}")
print(f"P/(rho kT), virial route = {Z_vir:.4f}")
print("tests ok")
```

Running it gives:

```
packing fraction eta = 0.45
diameter sigma = 6.0 bohr
number density = 0.003979 bohr^-3
Baxter a = 6.28099 (dimensionless)
Baxter b/sigma = -2.23140 (dimensionless)
Baxter b = -13.38843 bohr
Q(0)/sigma^2 = -0.90909 (dimensionless)
alpha = 39.4509, beta = -44.2777, gamma = 8.8764
c at r = 0.0 bohr (inside limit) = -39.4509
c at r = 1.5 bohr (inside limit) = -28.5201
c at r = 3.0 bohr (inside limit) = -18.4216
c at r = 4.5 bohr (inside limit) = -9.9873
c at r = 6.0 bohr (inside limit) = -4.0496
contact g, formula = 4.04959
contact g, from Fourier integral = 4.04959
S(0), formula = 0.025348
direct PY solution, 50 core points: S(0) = 0.025296
  largest error of c / |c(0)|, r > 0.1 sigma = 2.5e-03
direct PY solution, 150 core points: S(0) = 0.025342
  largest error of c / |c(0)|, r > 0.1 sigma = 2.8e-04
S at q = 0.25 bohr^-1: 0.03001
S at q = 0.50 bohr^-1: 0.05148
S at q = 0.75 bohr^-1: 0.14668
S at q = 1.00 bohr^-1: 1.01029
S at q = 1.25 bohr^-1: 1.55048
S at q = 1.50 bohr^-1: 0.65790
S at q = 2.00 bohr^-1: 1.17868
S at q = 3.00 bohr^-1: 1.06265
main peak: q sigma = 6.8148 (dimensionless)
main peak: q = 1.13581 bohr^-1
main peak: q = 2.1464 angstrom^-1
main peak height S = 2.5140
largest |g| at r/sigma = 0.3, 0.6, 0.9: 1.6e-07
g at r = 10.2 bohr = 0.77835
outer h equation: left -0.376804, right -0.376805 (units of sigma)
log Q_hat(i 1/sigma): Cauchy 1.518095, direct 1.518095
log Q_hat(i 3/sigma): Cauchy 1.065580, direct 1.065580
winding of Q_hat, eta = 0.10, 0.45, 0.60: 0.001, 0.008, 0.015
P/(rho kT), compressibility route = 9.9324
P/(rho kT), virial route = 8.2893
tests ok
```
